\section*{The lightly doped Hubbard chain as a dilute gas of spinless holons, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from the Bethe equations to one holon}

\subsection{A decision about the grid}

Suppose you want the density $n(\mu)$ of a Hubbard chain close to half filling, and afterwards the exponents of its correlation functions. You must choose between stepping the chemical potential and stepping the particle number. You must also decide whether the Luttinger parameter may be extrapolated to a known value at vanishing doping.

Both decisions rest on the behaviour of the first few carriers. With doping $\delta=1-n>0$, these notes show that for each fixed repulsion $U>0$, as $\delta\to0$,
\begin{equation}
\frac{\partial n}{\partial\mu}\to\frac{m}{\pi^2\delta},\qquad
v\to\frac{\pi\delta}{m},\qquad K_\rho\to\frac12 ,
\label{eq:claim}
\end{equation}
where $v$ is the charge velocity and $m$ a finite mass that depends on $U$. The doping therefore rises as the square root of the distance from the band edge. An evenly spaced grid in $\mu$ jumps over the most lightly doped states, whereas a grid in particle number resolves them. The value $1/2$ is a valid end point for an extrapolation, provided that the data lie well below a doping scale which becomes exponentially small at weak coupling.

\subsection{Model and conventions}

The Hamiltonian on a ring of $L$ sites is
\begin{equation}
H=-t\sum_{j,s}\left(c^\dagger_{j+1,s}c_{j,s}+\text{h.c.}\right)
+U\sum_j n_{j\uparrow}n_{j\downarrow}.
\end{equation}
We set $t=\hbar=1$ and the lattice constant to one, and write $u=U/4$. Energies are then in units of $t$. The temperature and the magnetic field are zero. The compressibility here means $\chi=\partial n/\partial\mu$; the thermodynamic definition carries an extra factor $1/n^2$, which tends to one at half filling.

A flux $\phi$ through the ring multiplies each hop by a phase $e^{\pm i\phi/L}$. It serves later to measure the response of the charge to a twist.

The starting point, taken as known, is the Bethe-ansatz solution by Lieb and Wu. For $N$ electrons with $M=N/2$ down spins, a state is given by charge roots $k_j$ and spin roots $\Lambda_\alpha$ obeying
\begin{align}
Lk_j&=2\pi I_j+\phi-\sum_\alpha 2\arctan\frac{\sin k_j-\Lambda_\alpha}{u},
\label{eq:lw1}\\
\sum_j2\arctan\frac{\Lambda_\alpha-\sin k_j}{u}
&=2\pi J_\alpha+\sum_\beta2\arctan\frac{\Lambda_\alpha-\Lambda_\beta}{2u},
\label{eq:lw2}
\end{align}
with energy $E=-2\sum_j\cos k_j$. We take $L$ even and $M$ odd. Then the $I_j$ are half-odd integers, the $J_\alpha$ are integers, and in the ground state both sets are consecutive and symmetric about zero.

These equations were tested against direct diagonalization of eight sites with six electrons at $U=4$. Both give $-6.672196$ without flux and $-6.656681$ at $\phi=0.5$.

\subsection{Removing the spin roots}

We keep the spins in their lowest singlet configuration, so the spin roots fill the real line without gaps. Let $\rho(k)$ and $\sigma(\Lambda)$ be the densities of roots per site. Define
\begin{equation}
a_r(x)=\frac1\pi\frac{ru}{(ru)^2+x^2},\qquad
\int_{-\infty}^{\infty}a_r(x)e^{-i\omega x}dx=e^{-ru|\omega|}.
\end{equation}
Since $\frac{d}{dx}2\arctan(x/ru)=2\pi a_r(x)$, differentiating \eqref{eq:lw2} with respect to $\Lambda$ and dividing by $2\pi L$ gives
\begin{equation}
\int a_1(\Lambda-\sin k)\rho(k)\,dk
=\sigma(\Lambda)+\int_{-\infty}^{\infty}a_2(\Lambda-\Lambda')\sigma(\Lambda')\,d\Lambda'.
\end{equation}
In Fourier space the right side is $(1+e^{-2u|\omega|})\hat\sigma(\omega)$. Hence
\begin{equation}
\sigma(\Lambda)=\int s(\Lambda-\sin k)\rho(k)\,dk,\qquad
\hat s(\omega)=\frac{e^{-u|\omega|}}{1+e^{-2u|\omega|}} .
\end{equation}
At $\omega=0$ this gives $\int\sigma=\frac12\int\rho$, which is the required $M=N/2$.

For the charges define the counting function
\begin{equation}
z(k)=\frac{k}{2\pi}+\int\frac1\pi\arctan\frac{\sin k-\Lambda}{u}\,
\sigma(\Lambda)\,d\Lambda .
\end{equation}
Equation \eqref{eq:lw1} says that the allowed values of $k$ satisfy $Lz(k)=I+\phi/2\pi$. Insert $\sigma$. The arctangent is odd and $s$ is even, so their convolution is an odd function $\Phi$. Its derivative is the convolution of $a_1$ with $s$, whose Fourier transform is
\begin{equation}
\frac{e^{-2u|\omega|}}{1+e^{-2u|\omega|}}=\frac1{1+e^{2u|\omega|}} .
\end{equation}
Thus
\begin{align}
z(k)&=\frac{k}{2\pi}+\int\Phi(\sin k-\sin k')\rho(k')\,dk',
\label{eq:z}\\
\Phi'(x)&=R(x)=\frac1\pi\int_0^\infty\frac{\cos\omega x}{1+e^{2u\omega}}\,d\omega .
\end{align}
In particular, with $\int_0^\infty d\omega/(1+e^{2u\omega})=\ln2/(2u)$,
\begin{equation}
R(0)=\frac{\ln2}{2\pi u}.
\label{eq:R0}
\end{equation}

\subsection{An exact change from electrons to holes}

Some allowed values of $k$ are occupied, with density $\rho$, and the others are empty, with density $\rho_h$. Together they have density $dz/dk$, so
\begin{equation}
\rho+\rho_h=\frac1{2\pi}+B\rho,\qquad
(Bf)(k)=\cos k\int_{-\pi}^{\pi}R(\sin k-\sin k')f(k')\,dk' .
\label{eq:slots}
\end{equation}

The operator $B$ has a useful property. Its output is $\cos k$ times a function of $\sin k$. For such a function,
\begin{equation}
\int_{-\pi}^{\pi}\cos k\,F(\sin k)\,dk=0,
\label{eq:zero}
\end{equation}
because the integrand is the derivative of a periodic function of $k$. Applying $B$ twice produces an inner integral of this form, hence $B^2=0$. It follows that $(1+B)(1-B)=1$, and \eqref{eq:slots} is solved by
\begin{equation}
\rho=(1+B)\left(\frac1{2\pi}-\rho_h\right).
\label{eq:rhosol}
\end{equation}

Three consequences follow.

First, integrate \eqref{eq:rhosol} over the zone. The term with $B$ vanishes by \eqref{eq:zero}, so $n=1-\int\rho_h$, and
\begin{equation}
\delta=\int\rho_h(k)\,dk .
\label{eq:delta}
\end{equation}
Each empty $k$ carries one missing electron and no spin label. We call it a holon. Two holons cannot occupy the same allowed value.

Second, the energy per site is $e=\int(-2\cos k)\rho\,dk$. Insert \eqref{eq:rhosol} and exchange the order of integration in the $B$ term:
\begin{align}
e&=\int\varepsilon(k)\left(\frac1{2\pi}-\rho_h(k)\right)dk
=e_0-\int\varepsilon(k)\rho_h(k)\,dk,
\label{eq:energy}\\
\varepsilon(k)&=-2\cos k-2G(\sin k),\qquad
G(x)=\int_{-\pi}^{\pi}\cos^2k'\,R(\sin k'-x)\,dk'.
\label{eq:eps}
\end{align}
Here $e_0$ belongs to half filling. The energy is a sum over holons, each contributing $-\varepsilon(k)$.

Third, insert \eqref{eq:rhosol} into \eqref{eq:z}. The part of $\rho$ generated by $B$ again integrates to zero, leaving
\begin{equation}
z(k)=z_0(k)-\int\Phi(\sin k-\sin k')\rho_h(k')\,dk',
\label{eq:zh}
\end{equation}
with $z_0(k)=k/2\pi+\int_{-\pi}^{\pi}\Phi(\sin k-\sin k')\,dk'/2\pi$. The interaction between holons thus enters through the places where they may sit.

The rewriting was tested at a large doping. With $U=4$ and occupied roots in $|k|<2.2$, the equations for electrons and those for holes both give $\delta=0.17930685$ and $\mu=0.70145690$.

\subsection{Momentum and energy near the zone edge}

In the doped ground state the occupied quantum numbers are consecutive around zero, so the holons sit around $k=\pi$. Write $k=\pi+q$. Then $\cos k=-1+q^2/2+\dots$ and $\sin k=-q+\dots$.

Adding \eqref{eq:lw1} over $j$ and \eqref{eq:lw2} over $\alpha$ at $\phi=0$, the double sum over spin roots cancels by antisymmetry. One finds $\sum_jk_j=(2\pi/L)(\sum I_j+\sum J_\alpha)$. Vacating a quantum number $I$ therefore changes the momentum by $-2\pi I/L$. Apart from the constant $-\pi$ and a reversed sign, neither of which affects an even dispersion, the holon momentum is $p=2\pi[z_0(k)-z_0(\pi)]$. To first order $p=Dq$, where
\begin{align}
D=2\pi z_0'(\pi)
&=1-\int_{-\pi}^{\pi}R(\sin k')\,dk'\nonumber\\
&=1-2\int_0^\infty\frac{J_0(\omega)}{1+e^{2u\omega}}\,d\omega .
\label{eq:D}
\end{align}
The last step uses $\int_{-\pi}^{\pi}\cos(\omega\sin k)\,dk=2\pi J_0(\omega)$.

For the energy we need the same integral weighted by $\cos^2k$. Write $\cos k\cos(\omega\sin k)=\omega^{-1}\frac{d}{dk}\sin(\omega\sin k)$ and integrate by parts:
\begin{equation}
\int_{-\pi}^{\pi}\cos^2k\cos(\omega\sin k)\,dk
=\frac1\omega\int_{-\pi}^{\pi}\sin k\sin(\omega\sin k)\,dk
=\frac{2\pi J_1(\omega)}{\omega}.
\end{equation}
The last equality follows from $J_1=-J_0'$. Therefore
\begin{equation}
G(x)=2\int_0^\infty\frac{J_1(\omega)\cos\omega x}{\omega(1+e^{2u\omega})}\,d\omega .
\end{equation}
Expanding \eqref{eq:eps} with $-2\cos k=2-q^2+\dots$ and $\cos\omega x=1-\omega^2q^2/2+\dots$ gives
\begin{align}
\varepsilon(\pi+q)&=\mu_--Nq^2+O(q^4),\label{eq:epsq}\\
\mu_-&=2-4\int_0^\infty\frac{J_1(\omega)}{\omega(1+e^{2u\omega})}\,d\omega,\\
N&=1-2\int_0^\infty\frac{\omega J_1(\omega)}{1+e^{2u\omega}}\,d\omega .
\label{eq:N}
\end{align}
The holon energy is $-\varepsilon=-\mu_-+Nq^2$. Setting $Nq^2=p^2/2m$ with $p=Dq$ defines the mass:
\begin{equation}
\frac1m=\frac{2N}{D^2}.
\label{eq:mass}
\end{equation}

\subsection{The mass is finite for every positive $U$}

The claim would fail at any $U$ where $D$ or $N$ vanished, and both are differences whose terms nearly cancel at weak coupling. We therefore bring them to a form with a visible sign. Expand
\begin{equation}
\frac1{1+e^{2u\omega}}=\sum_{r\ge1}(-1)^{r+1}e^{-2ur\omega}.
\end{equation}
After $r$ terms the remainder is at most $e^{-2ur\omega}$ in magnitude. Its integral against $J_0$ or $\omega J_1$ vanishes as $r\to\infty$, so the series may be integrated term by term. With $a=2ur$, the standard integral $\int_0^\infty J_0e^{-a\omega}d\omega=(1+a^2)^{-1/2}$ applies. By parts, $\int_0^\infty J_1e^{-a\omega}d\omega=1-a(1+a^2)^{-1/2}$, and $-d/da$ of this gives
\begin{equation}
\int_0^\infty\omega J_1(\omega)e^{-a\omega}d\omega=(1+a^2)^{-3/2}.
\end{equation}
Each term with $r\ge1$ appears twice, so it can be shared between $r$ and $-r$, while the leading $1$ is the term $r=0$:
\begin{equation}
D=\sum_{r=-\infty}^{\infty}\frac{(-1)^r}{(1+4u^2r^2)^{1/2}},\qquad
N=\sum_{r=-\infty}^{\infty}\frac{(-1)^r}{(1+4u^2r^2)^{3/2}} .
\end{equation}

Poisson summation turns $\sum_r(-1)^rf(r)$ into the sum of $\int f(x)\cos(gx)\,dx$ over $g=\pm\pi,\pm3\pi,\dots$. With $y=2ux$ and $\zeta=|g|/2u$, the integrals needed are
\begin{equation}
\int_0^\infty\frac{\cos\zeta y}{(1+y^2)^{1/2}}dy=K_0(\zeta),\qquad
\int_0^\infty\frac{\cos\zeta y}{(1+y^2)^{3/2}}dy=\zeta K_1(\zeta).
\end{equation}
Each is doubled by the negative half-line, divided by $2u$ from $dx=dy/2u$, and doubled again by the two signs of $g$. With $\zeta_j=(2j+1)\pi/2u$,
\begin{equation}
D=\frac2u\sum_{j\ge0}K_0(\zeta_j),\qquad
N=\frac2u\sum_{j\ge0}\zeta_jK_1(\zeta_j).
\label{eq:bessel}
\end{equation}
The modified Bessel functions $K_0$ and $K_1$ are positive, hence $D>0$, $N>0$ and $0<m<\infty$ for every $U>0$. The sums were tested against the integrals \eqref{eq:D} and \eqref{eq:N} at five values of $U$ from 1 to 16.

At strong coupling the integrals in \eqref{eq:D} and \eqref{eq:N} vanish, so $D,N\to1$ and $m\to1/2$. This is the mass at the edge of the bare band $-2\cos k$. At weak coupling the term $j=0$ dominates. With $K_{0,1}(\zeta)\approx\sqrt{\pi/2\zeta}\,e^{-\zeta}$,
\begin{equation}
D\approx\frac{2}{\sqrt u}e^{-\pi/2u},\qquad
N\approx\frac{\pi}{u^{3/2}}e^{-\pi/2u},\qquad
m\approx\frac{2\sqrt u}{\pi}e^{-\pi/2u}.
\label{eq:weak}
\end{equation}
The holons become exponentially light, but their mass does not vanish at any positive $U$.

\section{Second half: the dilute gas and its Luttinger parameter}

\subsection{What is carried over}

Units are $t=\hbar=1$ with unit lattice constant, and $u=U/4$. Holons are empty charge roots at $k=\pi+q$. There are $N_h$ of them on $L$ sites, with doping $\delta=N_h/L$. From the first half we take the following.

\begin{itemize}
\item A holon has momentum $p=Dq$ and energy $-\mu_-+p^2/2m$, with $1/m=2N/D^2$. The constants $D$, $N$ and $m$ are positive for every $U>0$.
\item Energies of holons add. Their positions follow from $Lz(k)=I+\phi/2\pi$, with $z(k)=z_0(k)-L^{-1}\sum_l\Phi(\sin k-\sin k_l)$ summed over holons.
\item $\Phi$ is odd, with $\Phi'=R$ and $R(0)=\ln2/(2\pi u)$.
\end{itemize}

Near half filling the charge carriers are holons, whose energies add and whose mass is finite and positive for every $U>0$. It remains to find where the holons may sit, and from that the compressibility, the charge velocity and the Luttinger parameter at small doping.

All numerical values are calculated from the stated model.
